# Free electrons and oxygen pressure in acceptor-doped hafnia

Suppose defect energies for acceptor-doped hafnia are in hand and the free-electron density is wanted over many decades of oxygen pressure. One must decide whether to solve charge neutrality again at every pressure, or to solve it once and rescale. Rescaling is justified while the dopants fix the density of doubly charged oxygen vacancies and the number of vacant oxygen sites barely changes with pressure, and the factor is then pressure to the power $-1/4$. The notes below start from an undoped crystal, add the dopants, and then admit the competing charges that end the law.

## Mass action in an undoped crystal

Algebra is in atomic units, with Boltzmann's constant absorbed in $kT$. All densities are per unit volume. The temperature is fixed, and the crystal exchanges oxygen freely with a gas at oxygen pressure $P$.

**The gas.** For $N$ independent molecules in volume $\Omega$, let $\Omega f(T)$ be the partition function of one molecule. Stirling's formula gives the free energy

$$F=-kT\,[N\ln(\Omega f)-N\ln N+N].$$

Differentiating at fixed $\Omega$ and $T$, and using $P\Omega=NkT$, gives

$$\mu_{\mathrm{O_2}}=\frac{\partial F}{\partial N}=-kT\ln\frac{\Omega f}{N}=-kT\ln\frac{f\,kT}{P}.$$

A molecule supplies two atoms, so $\mu_O=\mu_{\mathrm{O_2}}/2$ and

$$\mu_O(P)=\mu_O(P_0)+\frac{kT}{2}\ln\frac{P}{P_0}. \tag{1}$$

Here $P_0$ is any reference pressure. Lowering $P$ lowers $\mu_O$ and makes it cheaper for oxygen to leave the crystal.

**The electrons.** Let $E_c$ be the conduction-band edge, $E_F$ the Fermi level and $x=e^{(E_F-E_c)/kT}$. A parabolic band of mass $m$, with two spin states, has density of states $(2m)^{3/2}\sqrt{\varepsilon}/(2\pi^2)$ at energy $\varepsilon$ above the edge. For $x\ll1$ the Fermi function is $x\,e^{-\varepsilon/kT}$, so

$$n=\frac{(2m)^{3/2}}{2\pi^2}\,x\int_0^\infty\!\sqrt{\varepsilon}\,e^{-\varepsilon/kT}d\varepsilon
=\frac{(2m)^{3/2}}{2\pi^2}\,\frac{\sqrt\pi}{2}(kT)^{3/2}x=N_c\,x, \tag{2}$$

with $N_c=2(mkT/2\pi)^{3/2}$.

**The vacancies.** Let $E_{red}$ be the energy needed to take one oxygen from the lattice into $\mathrm{O_2}$ at rest, leaving a $2+$ vacancy and two electrons at the band edge. Placing the atom in the real gas adds $\mu_O$. Moving the two electrons from $E_c$ to a reservoir at $E_F$ adds $2(E_F-E_c)$. The cost of one vacancy, before counting arrangements, is therefore

$$G_2=E_{red}+\mu_O+2(E_F-E_c).$$

With $V_2$ vacancies on $N_s$ oxygen sites, the number of arrangements is $W=N_s!/[V_2!\,(N_s-V_2)!]$. Stirling's formula gives $\partial\ln W/\partial V_2=\ln[(N_s-V_2)/V_2]$. Minimizing $V_2G_2-kT\ln W$ at fixed $E_F$ then gives

$$\frac{V_2}{N_s-V_2}=e^{-G_2/kT}=\frac{e^{-(E_{red}+\mu_O)/kT}}{x^2}. \tag{3}$$

The Fermi level is still unknown, but it cancels when (3) is multiplied by $n^2=N_c^2x^2$. By (1), $e^{-\mu_O/kT}$ contributes the pressure factor $(P/P_0)^{-1/2}$:

$$\frac{n^2V_2}{N_s-V_2}=K\left(\frac{P}{P_0}\right)^{-1/2},\qquad
K=N_c^2\,e^{-[E_{red}+\mu_O(P_0)]/kT}. \tag{4}$$

The square on $n$ comes from the two electrons per vacancy, and the half power of pressure from the half molecule of gas.

**First limit: no dopant.** If electrons alone balance the vacancies, $n=2V_2$. For $V_2\ll N_s$, equation (4) becomes $n^3/(2N_s)=K(P/P_0)^{-1/2}$, so

$$n=(2N_sK)^{1/3}(P/P_0)^{-1/6}.$$

Each new vacancy makes the next one harder to form, because both it and its electrons accumulate.

## Adding the acceptors

Now add a fixed density $A$ of acceptors, each carrying charge $-1$. Trivalent metal on hafnium sites acts in this way. Neutrality becomes

$$n+A=2V_2. \tag{5}$$

In the dilute crystal, put $V_2=(A+n)/2$ into (4):

$$\frac{n^2(A+n)}{2N_s}=K(P/P_0)^{-1/2}.$$

Take logarithms and differentiate with respect to $\ln P$. Since $d\ln(A+n)=[n/(A+n)]\,d\ln n$,

$$\left(2+\frac{n}{A+n}\right)\frac{d\ln n}{d\ln P}=-\frac12 .$$

For $n\gg A$ the bracket is 3 and the exponent is $-1/6$, as before. For $n\ll A$ the bracket is 2 and the exponent is $-1/4$. In this second limit $V_2=A/2$, and (4) can be solved without assuming that the vacancies are dilute on their sites:

$$\boxed{\,n=\left[K\,\frac{N_s-A/2}{A/2}\right]^{1/2}\left(\frac{P}{P_0}\right)^{-1/4}}\tag{6}$$

This is the required law. The dopants hold the vacancy density still, so the whole response to pressure falls on $n^2$. If $A\ll N_s$, the bracket is $2KN_s/A$ and $n\propto A^{-1/2}$ at fixed pressure.

**A finite crystal without a Fermi level.** The same exponent can be seen by counting states. Take a neutral crystal with 2,000,000 oxygen sites, 40,000 acceptors and 1,000,000 one-electron states of equal energy. If it has $v$ vacancies, neutrality gives it $N=2v-40{,}000$ electrons. Its statistical weight is

$$\binom{2{,}000{,}000}{v}\binom{1{,}000{,}000}{N}e^{-vg/kT},$$

where $g$ is the cost of a vacancy with its two electrons in these states. Choose $g=23kT$ at 1 Torr. Summing numerically over $v$ gives a mean of 100.65 electrons. At 16 Torr, (1) raises $g$ by $\tfrac12kT\ln16$, and the mean is 50.36. Sixteen times the pressure halves the electron number, as $16^{-1/4}=1/2$ requires.

The counterpart of (6) at 1 Torr is $10^6\sqrt{99\,e^{-23}}=100.8$. The sum lies about 0.1% lower, mainly because 100 electrons require 50 vacancies beyond the 20,000 that balance the acceptors. That is 0.25% more vacancies, and $n$ varies as the inverse square root of their number.

## Numbers for a doped ceramic

The parameters here are round and rough, in the regime of bulk hafnia ceramic at 1200 K with trivalent dopant on 2% of the cation sites. A cubic cell of edge 0.51 nm holds four cations and eight oxygens. It serves only to count sites: at this doping and temperature hafnia is monoclinic, with two kinds of oxygen site. If only one kind hosts the vacancies, $n$ falls by a factor of about 0.7 and the exponent is unchanged. This gives $N_s=6.03\times10^{22}$ cm$^{-3}$, $A=6.03\times10^{20}$ cm$^{-3}$ and $A/2=3.02\times10^{20}$ cm$^{-3}$. The electron mass in the band is the free mass, so $N_c=2.01\times10^{20}$ cm$^{-3}$. I choose $E_{red}=9.0$ eV.

For the gas, $f=(MkT/2\pi)^{3/2}\times3\,Z_{rot}Z_{vib}$, where $M$ is the molecular mass and 3 counts the spin states. $Z_{rot}$ is the rigid-rotor sum over odd rotational quantum numbers, those allowed for two identical spinless nuclei in this electronic state. $Z_{vib}$ is the harmonic sum with energy measured from the ground state. The model inputs chosen for the molecule are a bond length of 0.121 nm and a vibrational quantum of 0.196 eV. They give $\mu_O=-1.697$ eV at 1 Torr.

With $P_0=1$ Torr and $kT=0.1034$ eV, the exponent in $K$ is $-(9.0-1.697)/0.1034\approx-70.6$, and $K=8.60\times10^9$ cm$^{-6}$. The site factor in (6) is 199. Hence

$$n(1\ \mathrm{Torr})=\sqrt{8.60\times10^9\times199}\ \mathrm{cm^{-3}}=1.31\times10^6\ \mathrm{cm^{-3}}.$$

At 760 Torr of oxygen, the factor $760^{-1/4}=0.190$ lowers this to $2.49\times10^5$ cm$^{-3}$. Both values are some fifteen orders of magnitude below $A$, so dropping $n$ from (5) is safe. The ratio $n/N_c$ at 1 Torr is $6.5\times10^{-15}$, so the electrons are far from degenerate.

## Admitting holes and trapped electrons

Equation (5) still omits holes and vacancies that have captured electrons. Let $h$ be the hole density, and let $V_1$ and $V_0$ be the densities of singly charged and neutral vacancies. The first captured electron is bound by $d_1$ and the second by $d_2$, both measured from the conduction edge.

A $1+$ vacancy returns one electron to the reservoir and keeps the other, at cost

$$G_1=E_{red}+\mu_O+(E_F-E_c)-d_1.$$

A neutral vacancy keeps both, so $G_0=E_{red}+\mu_O-d_1-d_2$. The arrangement count now has one factorial for each kind of vacancy, and a factor 2 for the spin of each $1+$ vacancy. Write $V=V_2+V_1+V_0$. The minimization that led to (3) gives

$$\frac{V_2}{N_s-V}=e^{-G_2/kT},\quad
\frac{V_1}{N_s-V}=2e^{-G_1/kT},\quad
\frac{V_0}{N_s-V}=e^{-G_0/kT}.$$

The first of these is (3) with $N_s-V$ in place of $N_s-V_2$, so (4) still holds with the same replacement. Dividing the second by the first gives $V_1/V_2=2x\,e^{d_1/kT}$. Thus $V_1\propto n$ while $V_2$ is fixed. For non-degenerate holes $h\propto1/x$, hence $h\propto1/n$. Full neutrality is

$$n+A=h+2V_2+V_1. \tag{7}$$

Let $s=d\ln n/d\ln P$. For $V\ll N_s$ the number of occupied oxygen sites is nearly constant, so

$$\frac{d\ln V_2}{d\ln P}=-\frac12-2s,\qquad
\frac{d\ln V_1}{d\ln P}=-\frac12-s,\qquad
\frac{d\ln h}{d\ln P}=-s.$$

Differentiating (7), with $A$ fixed, gives

$$ns=-hs+2V_2\left(-\tfrac12-2s\right)+V_1\left(-\tfrac12-s\right).$$

Collecting the terms in $s$,

$$s=-\frac{V_2+V_1/2}{4V_2+V_1+h+n}. \tag{8}$$

Its limits show what the law requires:

- If $V_2$ balances $A$, the other terms are small and $s=-1/4$.
- If $n$ balances $V_2$, then $n=2V_2$ and $s=-1/6$.
- If holes balance $A$, then $h$ dominates the denominator and $s=0$.
- If $V_1$ balances $A$, then $s=-1/2$.

In the last case the positive charge is again fixed, but each new vacancy now releases only one electron. The value $-1/4$ also appears without any dopant, if $n$ balances $V_1$, so the exponent alone does not identify the regime. Neutral vacancies do not appear in (8), because they carry no charge.

For the example take $d_1=1.8$ eV, $d_2=1.6$ eV, a gap of 5.7 eV and a hole mass of 2. Solving (7) for the Fermi level with a bracketed root search gives the following values. Densities are in cm$^{-3}$, and $s$ is a finite difference of the solutions.

| $P$ (Torr) | $n$ | $h$ | $V_1$ | $s$ |
|---|---|---|---|---|
| 760 | 2.5e5 | 5.3e11 | 2.7e13 | −0.250 |
| 1 | 1.3e6 | 1.0e11 | 1.4e14 | −0.250 |
| 1e-12 | 1.3e9 | 1.0e8 | 1.4e17 | −0.250 |
| 1e-20 | 1.3e11 | 9.9e5 | 1.4e19 | −0.253 |

The smallest pressures are a way of stating $\mu_O$. They refer to a reducing gas mixture in equilibrium, not to a vacuum pump.

Two features need care. First, the law does not depend on which carrier is more numerous. Electrons are fewer than holes at the higher pressures, but they outnumber holes below the crossing at $1.7\times10^{-10}$ Torr. The exponent does not change there, since both densities remain far below $A$. Secondly, most electrons released by reduction are trapped: at 1 Torr, $V_1$ exceeds $n$ by a factor of about $10^8$. The law survives because the relevant comparison is between $V_1$ and $V_2$.

**Where the law bends.** Ask when $s$ is 5% larger in magnitude than $1/4$, that is $s=-0.2625$. Neglect $n$ and $h$ in (8) and put $u=V_1/V_2$:

$$\frac{1+u/2}{4+u}=0.2625\quad\Rightarrow\quad u=\frac{0.05}{0.2375}=0.21.$$

Then $x=u/(2e^{1.8/0.1034})=2.9\times10^{-9}$ and $n=N_cx=5.8\times10^{11}$ cm$^{-3}$. Neutrality gives $V_2=A/(2+u)$, which raises the site factor from 199 to about 220. From (4),

$$P=\left(\frac{220K}{n^2}\right)^2\mathrm{Torr}\approx3\times10^{-23}\ \mathrm{Torr}.$$

The root search on the full model gives the same rounded value. Just below this pressure the exponent moves towards $-1/2$, not towards the $-1/6$ of the undoped crystal, because deep traps take the electrons first. In this model it gets no further than about $-0.47$, near $10^{-30}$ Torr. At still lower pressures neutral vacancies fill many of the oxygen sites and the exponent weakens again. This last range is a property of the model only: about 4% of the oxygen sites hold neutral vacancies at $10^{-30}$ Torr, too many to treat as independent defects, and at 1200 K such a pressure would need a water-to-hydrogen ratio of a few parts in $10^9$.

**Many neutral vacancies.** Change $d_2$ to 2.8 eV, so that the second electron is bound more strongly than the first. At $7.9\times10^{-19}$ Torr there are then as many neutral vacancies as $2+$ vacancies, yet the full solution has $s=-0.2497$. Equation (8), with $V_1/V_2=2e^{(d_1-d_2)/2kT}=0.016$, gives $-0.2510$. The difference comes from the lattice sites used by $V_0$. Since $V_0\propto P^{-1/2}$, the density of occupied sites changes by

$$\frac{d\ln(N_s-V)}{d\ln P}\approx\frac{V_0}{2N_s}\approx0.0025.$$

By (4), half of this is added to $s$, which gives $-0.2497$. Neutral vacancies therefore disturb the exponent when they fill an appreciable fraction of the sites, not when they merely outnumber the charged ones. In the same model at $10^{-21}$ Torr they fill 12% of the sites, and $s=-0.22$ although $V_2$ is still $0.48A$.

## What changes the prefactor

**Pairing.** An acceptor and a vacancy attract. Let $C$ be the density of pairs, each of charge $+1$, and $V_f$ that of unpaired $2+$ vacancies. The unpaired acceptors number $A-C$, so neutrality reads $A-C=2V_f+C$, or $V_f=A/2-C$. Pair equilibrium in the dilute approximation is

$$C=\frac{4e^{E_b/kT}}{N_{cat}}(A-C)V_f,$$

where $N_{cat}=N_s/2$ is the cation density and 4 is the number of cations next to an oxygen site. These two equations contain no pressure, so $C$ and $V_f$ are constant and the exponent stays at $-1/4$. For $E_b=0.3$ eV they give $C=0.26A$ and $V_f=0.24A$. The electron density rises by a factor of about $\sqrt{0.50/0.24}=1.44$. This estimate leaves out vacancies with two neighbouring acceptors. At this doping they need not be rare, and they would change the factor but not the exponent.

**Interactions.** The Debye length is $\sqrt{\epsilon kT/(4\pi\cdot3A)}$, where $3A$ is the sum of charge squared times density for acceptors and vacancies. With permittivity $\epsilon=20$ it is 0.25 nm, against a mean vacancy spacing of 1.5 nm. A screening length shorter than the spacing means that weak-coupling Debye theory cannot supply the correction. The correction nevertheless depends on temperature and composition, both fixed here, so it changes $K$ and not the exponent.

**Self-trapping.** If an electron can localize on a cation with binding 0.2 eV, the ratio of localized to band electrons is $2N_{cat}e^{0.2/0.1034}/N_c\approx2\times10^3$. The ratio is independent of pressure. Both populations follow the law, and their sum is still far below $A$.

**Energies.** Lowering the conduction edge by 0.3 eV reduces $E_{red}$ by 0.6 eV, since two electrons are involved, and multiplies $n$ by $e^{0.3/0.1034}\approx18$. A vibrational entropy of $3k$ per vacancy multiplies it by $e^{3/2}\approx4.5$. The absolute density is thus uncertain by orders of magnitude. The exponent stays at $-1/4$ as long as $2+$ vacancies still balance the acceptors and neutral vacancies fill few of the sites, but such changes can shift the pressure at which the law bends.

**Ionization.** At 760 Torr the Fermi level is 2.15 eV above the valence edge. An acceptor level 0.8 eV above that edge, with degeneracy factor 4, has a neutral fraction $4e^{-(2.15-0.8)/0.1034}\approx10^{-5}$. Treating $A$ as fully ionized is sound for such a level.

## From the ceramic to a capacitor

A gap between 5 and 6 eV, a permittivity near 20 and a few percent of dopant are reasonable rough values for hafnia. The reduction energy and trap depths are less certain. The chosen 1200 K suits a bulk sample held until it equilibrates; a memory film is roughly 10 nm thick, is annealed briefly and works near room temperature. The assumption that fails in the device is free exchange of oxygen. With the vacancies frozen in, a ten-thousandfold change of ambient pressure leaves the bulk electron density unchanged, where (6) would change it tenfold. Inserting 300 K and 1 Torr in (6) gives about $10^{-52}$ cm$^{-3}$, which describes an equilibrium the film does not reach and says nothing about leakage through its electrodes.

An electrode that removes oxygen can also break $V_2=A/2$. At the bending point above, $V_2=0.45A$ and $V_1=0.095A$, so the total vacancy density is about 10% above $A/2$. If an electrode created that excess at 1200 K, the model's electron density would be about $6\times10^{11}$ cm$^{-3}$, more than $10^5$ times its value at 1 Torr. For such a film the oxygen taken by the electrode must enter the calculation as a constraint. The rescaling by $P^{-1/4}$ derived in (6) applies to a crystal that exchanges oxygen with the gas, whose acceptors are balanced by $2+$ vacancies, and in which neutral vacancies fill only a small fraction of the oxygen sites.
